# Thickness of an Overlayer from the Attenuated Substrate Photoemission: test program

```python
# Result under test: a uniform film that halves the substrate photoemission
# signal at normal emission has thickness d = L ln 2, and in general
# d = L cos(theta) ln(I0/I).
# L: attenuation length in the film (nm); theta: exit angle from the normal;
# I0, I: substrate line intensity without and with the film.
# All lengths are in nm. Material parameters are rough typical values.
import numpy as np
from scipy.integrate import quad

L = 2.5
ratio = 0.5


def thickness(signal_ratio, length=L, angle_deg=0.0):
    return length * np.cos(np.radians(angle_deg)) * np.log(1 / signal_ratio)


d = thickness(ratio)

# Thickness from the definition: each thin slice removes the fraction h/L.
h = 1e-5
surviving = np.cumprod(np.full(300000, 1 - h / L))
d_slices = h * (np.argmax(surviving <= ratio) + 1)
assert abs(d_slices - d) < 3e-5  # limited by the slice width


def stack_signal(film, angle_deg, L_sub, source):
    """Sum over emitters in the substrate, removing electrons slice by slice."""
    c = np.cos(np.radians(angle_deg))
    n = 200000
    through_film = np.prod(np.full(n, 1 - film / n / (L * c)))
    step = 60.0 / n
    depth = step * (np.arange(n) + 0.5)
    through_sub = np.cumprod(np.full(n, 1 - step / (L_sub * c)))
    return through_film * np.sum(source(depth) * through_sub) * step


profiles = [lambda z: np.ones_like(z), lambda z: 1 + np.sin(z) ** 2,
            lambda z: np.where(z < 2.0, 1.0, 0.2)]
for L_sub, source in zip((1.5, 3.0, 4.0), profiles):
    for angle in (0.0, 40.0):
        r = (stack_signal(d, angle, L_sub, source)
             / stack_signal(0.0, angle, L_sub, source))
        assert abs(thickness(r, angle_deg=angle) - d) < 1e-4
        if angle == 0.0:
            assert abs(r - ratio) < 1e-5

# Sensitivity to the intensity ratio, against a direct finite change.
rel_signal = 0.02
d_low_signal = thickness(ratio * (1 - rel_signal))
d_high_signal = thickness(ratio * (1 + rel_signal))
shift_signal = L * rel_signal
assert abs((d_low_signal - d_high_signal) / 2 - shift_signal) < 1e-4
rel_L = 0.10
d_L_low = thickness(ratio, L * (1 - rel_L))
d_L_high = thickness(ratio, L * (1 + rel_L))

# Layer count and uneven films.
pitch = 0.62
layers = np.arange(1, 6)
layer_signal = np.exp(-layers * pitch / L)
n_low = int(d // pitch)
s_low, s_high = np.exp(-np.array([n_low, n_low + 1]) * pitch / L)
fraction_high = (s_low - ratio) / (s_low - s_high)
mean_mixed = pitch * (n_low + fraction_high)
assert 0 < fraction_high < 1 and mean_mixed > d
coverage = 0.75
d_patch = thickness((ratio - (1 - coverage)) / coverage)
mean_patch = coverage * d_patch
assert mean_patch > d
rng = np.random.default_rng(7)
for _ in range(200):
    area = rng.dirichlet(np.ones(6))
    local = pitch * np.arange(6)
    apparent = thickness(np.sum(area * np.exp(-local / L)))
    assert apparent <= np.sum(area * local) + 1e-12

# Finite acceptance cone: emission from a deep substrate carries cos(theta).
cone_deg = 10.0
cone = np.radians(cone_deg)
top = quad(lambda t: np.exp(-d / (L * np.cos(t))) * np.cos(t) * np.sin(t),
           0, cone)[0]
bottom = quad(lambda t: np.cos(t) * np.sin(t), 0, cone)[0]
shift_cone = thickness(top / bottom) - d
assert abs(shift_cone / (d * cone ** 2 / 4) - 1) < 0.02

# X-ray absorption in the film, and contamination on the covered sample only.
xray_length, xray_angle = 1000.0, 55.0
shift_xray = L * d / (xray_length * np.cos(np.radians(xray_angle)))
carbon, L_carbon = 0.3, 3.5
shift_carbon = thickness(ratio * np.exp(-carbon / L_carbon)) - d


# Elastic scattering: walks start at the surface, going inward along the normal.
# By reciprocity the collision density gives the weight of emitters by depth.
def collision_depths(inelastic, transport, walkers):
    rate = 1 / inelastic + 1 / transport
    albedo = (1 / transport) / rate
    z, mu = np.zeros(walkers), np.ones(walkers)
    found = []
    while z.size:
        z = z + mu * rng.exponential(1 / rate, z.size)
        z = z[z > 0]
        found.append(z)
        z = z[rng.random(z.size) < albedo]
        mu = rng.uniform(-1, 1, z.size)
    return np.concatenate(found), albedo


walkers = 1000000
free, _ = collision_depths(L, np.inf, walkers)
assert abs(np.median(free) - d) < 0.0125  # five standard errors
transport = 12.0
depths, albedo = collision_depths(L, transport, walkers)
d_elastic = np.median(depths)
d_quarter = np.quantile(depths, 0.75)
L_half, L_quarter = d_elastic / np.log(2), d_quarter / np.log(4)

# Independent collision number from the half-space H-function equation.
x, w = np.polynomial.legendre.leggauss(40)
x, w = (x + 1) / 2, w / 2
H = np.ones_like(x)
for _ in range(200):
    H = 1 / (np.sqrt(1 - albedo)
             + albedo / 2 * (1 / (x[:, None] + x)) @ (w * x * H))
H_normal = 1 / (np.sqrt(1 - albedo) + albedo / 2 * np.sum(w * x * H / (1 + x)))
collisions_walk = depths.size / walkers
collisions_exact = H_normal / np.sqrt(1 - albedo)
assert abs(collisions_walk - collisions_exact) < 0.003
assert d_elastic < d - 0.05
assert abs(L_quarter / L_half - 1) < 0.05

photon_keV, binding_keV = 1.5, 0.1
print(f"Rough photon energy: {photon_keV:.1f} keV")
print(f"Rough Si 2p binding energy: {binding_keV:.1f} keV")
print(f"Rough electron kinetic energy: {photon_keV - binding_keV:.1f} keV")
print(f"Attenuation length L: {L:.2f} nm")
print(f"Substrate signal ratio I/I0: {ratio:.2f}")
print(f"ln 2: {np.log(2):.4f}")
print(f"Thickness L ln 2: {d:.4f} nm = {10 * d:.2f} angstrom")
print(f"Thickness by slice removal: {d_slices:.4f} nm")
print(f"Wrong guess L/2: {L / 2:.2f} nm, signal ratio {np.exp(-0.5):.3f}")
print(f"Rough MoS2 layer pitch: {pitch:.2f} nm")
print(f"Equivalent number of layers: {d / pitch:.2f}")
for n, s in zip(layers, layer_signal):
    print(f"Signal ratio for {n} layer(s), {n * pitch:.2f} nm: {s:.3f}")
print(f"Mixed film: area fraction with {n_low + 1} layers: "
      f"{fraction_high:.3f}, rest {n_low} layers")
print(f"Mixed film mean thickness: {mean_mixed:.3f} nm")
print(f"Thickness if L is {100 * rel_L:.0f}% lower / higher: "
      f"{d_L_low:.3f} / {d_L_high:.3f} nm")
print(f"Thickness if ratio is {100 * rel_signal:.0f}% lower / higher: "
      f"{d_low_signal:.3f} / {d_high_signal:.3f} nm")
print(f"First-order shift for that ratio error: {shift_signal:.3f} nm")
print(f"Acceptance cone half-angle: {cone_deg:.0f} degrees")
print(f"Apparent thickness added by cone: {shift_cone:.4f} nm")
print(f"Rough X-ray attenuation length: {xray_length:.0f} nm")
print(f"X-ray incidence angle from normal: {xray_angle:.0f} degrees")
print(f"Apparent thickness added by X-ray loss: {shift_xray:.4f} nm")
print(f"Carbon contamination: {carbon:.1f} nm, its L: {L_carbon:.1f} nm")
print(f"Apparent thickness added by carbon: {shift_carbon:.3f} nm")
print(f"Patchy film coverage: {coverage:.2f}")
print(f"Patch thickness giving half signal: {d_patch:.3f} nm")
print(f"Mean thickness of that patchy film: {mean_patch:.3f} nm")
print("Elastic model: 2.5 nm read as inelastic mean free path")
print(f"Rough transport mean free path: {transport:.0f} nm")
print(f"Scattering share of collisions: {albedo:.3f}")
print(f"Collisions per walk, random walk: {collisions_walk:.3f}")
print(f"Collisions per walk, integral equation: {collisions_exact:.3f}")
print(f"Half-signal thickness with elastic scattering: {d_elastic:.2f} nm")
print(f"Overestimate by L ln 2 in that case: {100 * (d / d_elastic - 1):.0f}%")
print(f"Effective L from half signal: {L_half:.2f} nm")
print(f"Effective L from quarter signal: {L_quarter:.2f} nm")
print("all tests passed")
```

Running it gives:

```
Rough photon energy: 1.5 keV
Rough Si 2p binding energy: 0.1 keV
Rough electron kinetic energy: 1.4 keV
Attenuation length L: 2.50 nm
Substrate signal ratio I/I0: 0.50
ln 2: 0.6931
Thickness L ln 2: 1.7329 nm = 17.33 angstrom
Thickness by slice removal: 1.7329 nm
Wrong guess L/2: 1.25 nm, signal ratio 0.607
Rough MoS2 layer pitch: 0.62 nm
Equivalent number of layers: 2.79
Signal ratio for 1 layer(s), 0.62 nm: 0.780
Signal ratio for 2 layer(s), 1.24 nm: 0.609
Signal ratio for 3 layer(s), 1.86 nm: 0.475
Signal ratio for 4 layer(s), 2.48 nm: 0.371
Signal ratio for 5 layer(s), 3.10 nm: 0.289
Mixed film: area fraction with 3 layers: 0.815, rest 2 layers
Mixed film mean thickness: 1.745 nm
Thickness if L is 10% lower / higher: 1.560 / 1.906 nm
Thickness if ratio is 2% lower / higher: 1.783 / 1.683 nm
First-order shift for that ratio error: 0.050 nm
Acceptance cone half-angle: 10 degrees
Apparent thickness added by cone: 0.0133 nm
Rough X-ray attenuation length: 1000 nm
X-ray incidence angle from normal: 55 degrees
Apparent thickness added by X-ray loss: 0.0076 nm
Carbon contamination: 0.3 nm, its L: 3.5 nm
Apparent thickness added by carbon: 0.214 nm
Patchy film coverage: 0.75
Patch thickness giving half signal: 2.747 nm
Mean thickness of that patchy film: 2.060 nm
Elastic model: 2.5 nm read as inelastic mean free path
Rough transport mean free path: 12 nm
Scattering share of collisions: 0.172
Collisions per walk, random walk: 1.173
Collisions per walk, integral equation: 1.172
Half-signal thickness with elastic scattering: 1.52 nm
Overestimate by L ln 2 in that case: 14%
Effective L from half signal: 2.20 nm
Effective L from quarter signal: 2.18 nm
all tests passed
```
